# Force bias, local-energy weight and cosine projection in phaseless auxiliary-field Monte Carlo

A phaseless auxiliary-field run has finished, and its energy is a few hundredths of an eV from where it should be. Should the time step be reduced, the trial state improved, or the background subtraction changed? And should the energy be read from the decay of the total weight or from the local energy? The answers depend on which parts of the algorithm are identities, which are small-step limits, and which are approximations.

## One field, with a trial state that makes everything solvable

Take $H=-\tfrac12v^2$ with $v=iL$ and $L$ Hermitian, so that $H=\tfrac12L^2$. Let $\tau$ be a step in inverse energy and $p(x)=e^{-x^2/2}/\sqrt{2\pi}$. Completing the square for each eigenvalue of $v$ gives

$$e^{\tau v^2/2}=\int dx\,p(x)\,e^{\sqrt\tau\,xv}.$$

For a one-body $v$, each exponential on the right maps a determinant $|\phi\rangle$ to another determinant. This is what makes sampling $x$ useful.

Replace $x$ by $x-\bar x$ with a complex constant $\bar x$. Since

$$-\tfrac12(x-\bar x)^2=-\tfrac12x^2+x\bar x-\tfrac12\bar x^2,$$

we still sample real $x$ from $p$, but carry the factor $e^{x\bar x-\bar x^2/2}$. With a trial state $|T\rangle$ and overlap $\Omega=\langle T|\phi\rangle$, the importance weight of a step is

$$W=e^{x\bar x-\bar x^2/2}\,\frac{\Omega'}{\Omega},\qquad |\phi'\rangle=e^{\sqrt\tau(x-\bar x)v}|\phi\rangle .$$

Suppose $\langle T|v=\lambda\langle T|$. Then $\Omega'/\Omega=e^{\sqrt\tau(x-\bar x)\lambda}$ and

$$\ln W=x(\bar x+\sqrt\tau\lambda)-\sqrt\tau\,\bar x\lambda-\tfrac12\bar x^2 .$$

The noise disappears for $\bar x=-\sqrt\tau\lambda$, leaving $\ln W=\tau\lambda^2-\tfrac12\tau\lambda^2=\tfrac12\tau\lambda^2$. This is $-\tau E_L$, with local energy $E_L=\langle T|H|\phi\rangle/\Omega=-\tfrac12\lambda^2$.

The overlap itself still fluctuates. For $\lambda=i\mu$ with real $\mu$, $\Omega'/\Omega=e^{i\sqrt\tau x\mu-\tau\mu^2}$. Its phase is $\Delta\theta=\sqrt\tau x\mu$, although the weight is real and constant. Multiplying the weight by $\cos\Delta\theta$ would introduce a mean factor $e^{-\tau\mu^2/2}$. The total weight would then decay with energy $\mu^2$ instead of the correct $\tfrac12\mu^2$, while $E_L$ would remain correct.

The excess can be removed by rewriting $\tfrac12L^2=\tfrac12(L-\mu)^2+\mu L-\tfrac12\mu^2$ and using $v=i(L-\mu)$, for which $\lambda=0$.

## Many fields and a one-body term

Now let

$$H=K+c-\tfrac12\sum_\gamma v_\gamma^2,\qquad v_\gamma=i(L_\gamma-l_\gamma),$$

where $K$ is one-body, $c$ is a number, $L_\gamma$ is Hermitian and one-body, and $l_\gamma$ is a real background. Write $\langle X\rangle=\langle T|X|\phi\rangle/\Omega$ and $\bar v_\gamma=\langle v_\gamma\rangle$. These mixed averages are generally complex. Products such as $x\cdot\bar x$ contain no complex conjugation. The step operator is

$$B(y)=e^{-\tau(K+c)/2}\,e^{\sqrt\tau\,y\cdot v}\,e^{-\tau(K+c)/2},\qquad y=x-\bar x .$$

The shift moves each integration line parallel to the real axis. In a finite orbital basis the integrand is entire, and the Gaussian outweighs the exponential growth of the matrix elements, so the ends of the strip contribute nothing. Hence the mean of

$$W=e^{x\cdot\bar x-\bar x\cdot\bar x/2}\,\frac{\langle T|B(x-\bar x)|\phi\rangle}{\Omega}$$

does not depend on $\bar x$, which may differ from walker to walker. The shift changes only the fluctuations.

To find them, expand the overlap ratio through order $\tau$:

$$\frac{\Omega'}{\Omega}=1+\sqrt\tau\,y\cdot\bar v+\tfrac\tau2\sum_{\gamma\delta}y_\gamma y_\delta\langle v_\gamma v_\delta\rangle-\tau\langle K+c\rangle+\dots$$

The logarithm subtracts $\tfrac12\tau(y\cdot\bar v)^2$. With $C_{\gamma\delta}=\langle v_\gamma v_\delta\rangle-\bar v_\gamma\bar v_\delta$, symmetrized if the $v_\gamma$ do not commute,

$$\ln W=x\cdot\bar x-\tfrac12\bar x\cdot\bar x+\sqrt\tau(x-\bar x)\cdot\bar v+\tfrac\tau2y^TCy-\tau\langle K+c\rangle+\dots$$

The part linear in $x$ at leading order is $x\cdot(\bar x+\sqrt\tau\,\bar v)$, with variance $\sum_\gamma|\bar x_\gamma+\sqrt\tau\,\bar v_\gamma|^2$. It vanishes for one choice, the force bias

$$\boxed{\bar x_\gamma=-\sqrt\tau\,\bar v_\gamma}$$

Substitution gives $-\sqrt\tau\,\bar x\cdot\bar v=\tau\bar v\cdot\bar v$ and $-\tfrac12\bar x\cdot\bar x=-\tfrac12\tau\bar v\cdot\bar v$. In the quadratic term $y$ may be replaced by $x$ at this order, so

$$\ln W=-\tau\langle K+c\rangle+\tfrac\tau2\bar v\cdot\bar v+\tfrac\tau2x^TCx+\mathcal O(\tau^{3/2}).$$

The $\tau^{3/2}$ terms are odd in $x$ and average to zero. Since $x_\gamma x_\delta$ averages to $\delta_{\gamma\delta}$, the terms $\bar v\cdot\bar v$ cancel:

$$\overline{W}=1-\tau\Big(\langle K+c\rangle-\tfrac12\sum_\gamma\langle v_\gamma^2\rangle\Big)+\mathcal O(\tau^2)=1-\tau E_L+\mathcal O(\tau^2).$$

What remains random is $\tfrac12\tau(x^TCx-\mathrm{tr}\,C)$. Pairing the four Gaussian factors gives its variance, $\tfrac14\tau^2\cdot2\sum|C_{\gamma\delta}|^2=\tfrac12\tau^2\sum|C_{\gamma\delta}|^2$. These terms have zero mean given the past, so their variances add. Over $\beta/\tau$ steps the total is of order $\beta\tau$, and its root mean square vanishes as $\sqrt\tau$. Replacing $W$ by $e^{-\tau E_L}$ is therefore correct as $\tau\to0$ at fixed $\beta$, provided the mixed averages in the expansion stay bounded. They can diverge where $\Omega\to0$.

## Numbers for one walker

Consider two opposite-spin electrons on an open three-site Hubbard chain: hopping 1 eV, $U=4$ eV, site energies 0, 0.5 and 1 eV. With $n_i=n_{i\uparrow}+n_{i\downarrow}$ and $n_{i\sigma}^2=n_{i\sigma}$, the repulsion is $Un_{i\uparrow}n_{i\downarrow}=\tfrac12U(n_i^2-n_i)$. Introducing a background $\bar n_i$,

$$\tfrac12Un_i^2=\tfrac12U(n_i-\bar n_i)^2+U\bar n_in_i-\tfrac12U\bar n_i^2 .$$

Thus $v_i=i\sqrt U(n_i-\bar n_i)$, $K$ is the hopping and site-energy part plus $U\sum_i(\bar n_i-\tfrac12)n_i$, and $c=-\tfrac12U\sum_i\bar n_i^2$.

The trial is the restricted Hartree–Fock determinant with orbital $t=(0.6138,0.6406,0.4614)$, and $\bar n_i=2t_i^2$. Its energy, from site energies, hopping and repulsion, is $0.836-2.755+1.423=-0.496$ eV.

The test walker puts both electrons in $\phi_i=t_ie^{i\alpha_i}$, with $\alpha=(0.6,-0.3,0.2)$. Its mixed occupations are $\langle n_i\rangle=2t_i\phi_i/S$, where $S=\sum_it_i\phi_i$ and $\Omega=S^2$. On the first site,

$$\bar v_1=2i\,(0.7348+0.3589i-0.7535)=-0.718-0.037i\ \text{eV}^{1/2},$$

so at $\tau=0.01\ \text{eV}^{-1}$ the force bias is $\bar x_1=0.072+0.004i$.

Quadrature over the three fields tests the variance laws. Reducing $\tau$ from 0.004 to 0.001 $\text{eV}^{-1}$ lowers the variance of $W$ by a factor of 15.9 with the force bias and 4.01 without it, close to the expected 16 and 4. At the smaller step the bias reduces the variance by a factor of about 121. The coefficient $\tfrac12\sum|C|^2=9.20\ \text{eV}^2$ is reproduced, and the energy inferred from $\overline W$ approaches $E_L$ linearly in $\tau$.

Over many steps to $\beta=0.1\ \text{eV}^{-1}$, the median difference between the full and local-energy log weights falls from 0.070 to 0.036 when $\tau$ is divided by four. This is the $\sqrt\tau$ law.

## Why a real weight needs another approximation

The shifted identity can be read as

$$e^{-\beta H}|\phi_0\rangle\simeq\Omega_0\;\overline{w\,\frac{|\phi\rangle}{\langle T|\phi\rangle}},$$

where $w$ is the product of step weights, the bar averages over paths, and the equality is up to splitting error. The corresponding mixed energy is $\overline{wE_L}/\overline w$. Since $E_L$ is complex, the weights acquire phases. For unprojected paths from the test walker, $|\sum w|/\sum|w|$ is 0.90, 0.60 and 0.50 at $\beta=0.25$, 1 and 2 $\text{eV}^{-1}$. These are values from one sample, dominated by a few large weights. They change by 0.1 to 0.3 with the random seed, and at $\beta=2\ \text{eV}^{-1}$ the mean weight of a few thousand paths can exceed the exact value, 8.6, several times over. They show that phases spread, but they are neither converged averages nor a decay law.

The overlap phase also moves. From $\Omega'/\Omega=We^{-x\cdot\bar x+\bar x\cdot\bar x/2}$ and the force bias,

$$\Delta\theta=\arg\frac{\Omega'}{\Omega}=\sqrt\tau\sum_\gamma x_\gamma\,\mathrm{Im}\,\bar v_\gamma+\mathcal O(\tau).$$

A constant phase of $|\phi\rangle$ cancels in $|\phi\rangle/\langle T|\phi\rangle$, so the old overlap can be taken as the reference direction at each step. The component of the new overlap along it is $\mathrm{Re}(\Omega'/\Omega)=|\Omega'/\Omega|\cos\Delta\theta$. The modulus is already part of the importance weight. Keeping the cosine, discarding negative projections and dropping the phase from $\mathrm{Im}\,E_L$ gives the phaseless rule

$$\boxed{w'=w\,e^{-\tau\,\mathrm{Re}E_L}\max(0,\cos\Delta\theta)}$$

This is a chosen constraint, not a consequence of the Gaussian identity. If all overlap ratios are real, it reduces to a sign constraint: the factor is 1 when the sign is kept and 0 when it changes.

For small $\sqrt\tau|\bar v|$, negative cosines are exponentially rare. The cross term in $\Delta\theta^2$ between orders $\sqrt\tau$ and $\tau$ is odd in $x$, so

$$\overline{\cos\Delta\theta}=1-\kappa\tau+\mathcal O(\tau^2),\qquad \kappa=\tfrac12\sum_\gamma(\mathrm{Im}\,\bar v_\gamma)^2 .$$

There are about $\beta/\tau$ such factors, so their effect survives $\tau\to0$ as a killing rate. For the test walker, $\kappa=\tfrac12(0.0373^2+0.0340^2+0.0713^2)=0.0038$ eV, in agreement with quadrature at $\tau=10^{-4}\ \text{eV}^{-1}$. Because this $\kappa$ is small, the next order matters at working steps: the removal rate for the same walker is 0.0054 eV at $\tau=0.01\ \text{eV}^{-1}$.

## What the projection does near a simple zero

Let $V_\gamma=\Omega\bar v_\gamma=\langle T|v_\gamma|\phi\rangle$. Near $\Omega=0$ the leading motion is

$$\Omega'=\Omega+\sqrt\tau\,x\cdot V+\tau\,\frac{V\cdot V}{\Omega}+\dots$$

As a local model, take a simple zero with constant $V$ and isotropic noise: real and imaginary parts are uncorrelated, each with variance $s^2$ per unit $\tau$. Then $V\cdot V=0$, and the drift vanishes. With $\rho=|\Omega|$, isotropy gives $\kappa=\tfrac12\sum_\gamma[\mathrm{Im}(V_\gamma/\Omega)]^2=s^2/(2\rho^2)$. Neglecting less singular terms, the stationary density per unit area obeys

$$\frac{s^2}{2}\Big(f''+\frac{f'}{\rho}\Big)-\frac{s^2}{2\rho^2}f=0 .$$

For $f=\rho^m$ this requires $m(m-1)+m-1=0$, or $m^2=1$, and the regular solution is $f\propto\rho$. Without the cosine the regular solution is constant.

If $E_L$ grows as $1/\rho$, its second moment near the zero is $\int\rho^m\rho^{-2}\rho\,d\rho=\int\rho^{m-1}d\rho$. This diverges logarithmically for $m=0$ and is finite for $m=1$. A finite-step radial integral equation, including the cutoff of negative cosines, gives exponents $-0.003$ and $0.998$ for the two cases.

The result does not carry over to the Hartree–Fock trial above. There $\Omega=S^2$, so a simple zero of $S$ is a double zero of $\Omega$. Anisotropic noise also lies outside this model.

## Changing the background

Hopping, site energies and the $-\tfrac12U$ term do not involve the background. With the force bias, the other terms in the step exponent that act on the orbitals are

$$i\sqrt{U\tau}\sum_ix_in_i-\tau U\sum_i(\langle n_i\rangle-\bar n_i)n_i-\tau U\sum_i\bar n_in_i .$$

The background cancels between the last two sums, which together give $-\tau U\sum_i\langle n_i\rangle n_i$. For the same fields the orbital path is thus independent of $\bar n_i$ as $\tau\to0$, and so is $E_L$. For one set of fields, the normalized orbitals obtained with and without background differ, apart from an overall phase, by $3.6\times10^{-6}$ at $\tau=0.01\ \text{eV}^{-1}$ and by $1.1\times10^{-7}$ at a quarter of that step.

The scalar phase of the determinant does change, and with it

$$\kappa=\tfrac12U\sum_i(\mathrm{Re}\langle n_i\rangle-\bar n_i)^2 .$$

Choosing trial occupations makes $\kappa=0$ at $\phi=T$. With $\bar n_i=0$, the test walker has $\kappa=2(0.7348^2+0.8038^2+0.4614^2)=2.80$ eV.

Such a large rate need not cause a large energy error. Put $\delta_i=\mathrm{Re}\langle n_i\rangle-2t_i^2$. Without background,

$$\kappa=\tfrac12U\sum_i(2t_i^2)^2+U\sum_i2t_i^2\delta_i+\tfrac12U\sum_i\delta_i^2 .$$

The first term is 2.85 eV for every walker. It rescales all weights equally and cancels from the mixed energy. Only the walker-dependent remainder can bias that energy.

## Which energy to report

Over one small step the total weight changes by the factor $1-\tau(\overline{\mathrm{Re}E_L}+\overline\kappa)$, with weighted averages over walkers. The growth energy is therefore the mixed energy plus the mean killing rate. In short projections with $\tau=0.0005\ \text{eV}^{-1}$, the difference between the two energies is 0.0268 eV with background, equal to the mean rate to the printed digits. Without background it is 2.831 eV, against a rate of 2.830 eV. The mixed energy is the one to report.

An exact trial state gives a sharp limit. From $\langle T|H=E_0\langle T|$ it follows that $E_L=E_0$ for every walker with nonzero overlap. The mixed energy is then exact whatever the cosine does to the weights. In the long run at $\tau=0.01\ \text{eV}^{-1}$ it is indeed $-1.1115$ eV, while the growth energy is 0.103 eV higher.

That offset also exposes a finite-step failure. The average of $(1-e^{-\kappa\tau})/\tau$, the removal rate for a small Gaussian phase, is only 0.079 eV. Count a walker as away from nodes when $\tau\sum_i|\bar v_i|^2<0.04$, with $\bar v_i$ measured from the trial occupations. These walkers carry 91% of the weight, and for them the observed and predicted rates agree: 0.0417 and 0.0415 eV. The mismatch comes from the other 9%, for which one step changes the overlap substantially.

## Step, trial or background?

The long runs limit each component of $\bar x$ to modulus 1 and keep $\mathrm{Re}\,E_L$ within $\sqrt{2/\tau}$ of the trial energy. At fixed nonzero overlap these limits cease to act as $\tau\to0$. That does not prove that their effect near nodes is negligible at the steps used. At $\tau=0.01\ \text{eV}^{-1}$, capped walkers carry about 0.1% of the weight in the Hartree–Fock run.

Exact diagonalization of this model gives $-1.111$ eV. The phaseless results with the Hartree–Fock trial are:

- $\tau=0.01\ \text{eV}^{-1}$, with background: $-1.067\pm0.003$ eV ($-1.709\times10^{-19}$ J), or 0.045 eV above the exact energy
- $\tau=0.02\ \text{eV}^{-1}$, with background: $-1.054\pm0.001$ eV, or 0.057 eV above
- $\tau=0.01\ \text{eV}^{-1}$, without background: $-1.064\pm0.001$ eV, or 0.048 eV above

The first run removes about 93% of the 0.615 eV Hartree–Fock error. The background changes the energy by $0.003\pm0.003$ eV, which is not resolved here, although it changes the growth energy by about 2.7 eV.

Halving the step lowers the energy by $0.013\pm0.003$ eV, so a dependence on the step is visible. It is not the splitting error of $B$, which shifts the unconstrained mixed energy by only $1\times10^{-4}$ and $4\times10^{-4}$ eV at the two steps. It comes from applying the local-energy weight and the cosine over finite steps and from the caps, which loosen as $\tau$ falls; these runs do not separate the contributions. Two steps do not determine its limit. Extrapolation linear in $\tau$ would leave an error of $0.032\pm0.007$ eV; extrapolation in $\sqrt\tau$ would leave $0.015\pm0.011$ eV. Neither law is derived here, and the two values need not bracket the limit. Shorter runs at $\tau=0.005$ and $0.0025\ \text{eV}^{-1}$ lie about $0.026\pm0.003$ and $0.012\pm0.007$ eV above the exact energy, below the linear extrapolation and still falling. Most of the 0.045 eV therefore depends on the step, and the part that belongs to the phaseless constraint itself remains undetermined.

For this calculation the next move is to reduce the step until the energy levels off, keeping the background and reporting the mixed energy. A constraint error that remains in the small-step limit can be addressed through the trial state, since an exact trial removes it. The numerical output below gives the values of the main runs.

## Calculated quantities

```
hopping 1.0 eV, repulsion U 4.0 eV, site energies [0.  0.5 1. ] eV
exact ground energy -1.11149 eV
Hartree-Fock energy -0.49629 eV
HF orbital [0.61378 0.64061 0.4614 ]  HF occupations [0.75345 0.82077 0.42579]
walker phase angles [ 0.6 -0.3  0.2] rad
walker overlap <T|phi> +0.8132+0.2438i
walker mixed occupations +0.7348+0.3589i +0.8038-0.3840i +0.4614+0.0251i
walker <v_i> -0.7178-0.0373i +0.7680-0.0340i -0.0502+0.0713i eV^0.5
force bias at tau=0.01/eV: +0.0718+0.0037i -0.0768+0.0034i +0.0050-0.0071i
walker local energy -0.7712+0.0014i eV
one-step variance, tau=0.004/eV: bias 1.4638e-04, none 4.4722e-03
one-step variance, tau=0.001/eV: bias 9.1876e-06, none 1.1158e-03
variance ratios: bias 15.932, none 4.008
variance/tau^2 with bias: 9.1995, formula 9.2008 eV^2
variance/tau without bias: 1.1152, formula 1.1151 eV
local-energy error at tau=0.004, 0.001/eV: 3.872e-03, 9.671e-04 eV
killing rate, background: 0.0038, formula 0.0038 eV
killing rate, no background: 2.7978, formula 2.7978 eV
orbital gap between backgrounds, tau=0.01, 0.0025/eV: 3.59e-06, 1.14e-07
free paths to 0.1/eV: exact mean weight +1.0888+0.0009i
  sampled full weight +1.0882+0.0008i  local +1.0888+0.0010i
  median log-weight gap, tau=0.01, 0.0025/eV: 0.06986, 0.03562
average phase at projection time 0.25/eV: 0.8974
average phase at projection time 1.00/eV: 0.5960
average phase at projection time 2.00/eV: 0.4994
density exponent near a simple zero: free -0.0034, cosine 0.9984
short projections to 0.1/eV, tau=0.0005/eV:
  HF trial, background: growth minus mixed 0.0268 eV, mean killing rate 0.0268 eV
  HF trial, no background: growth minus mixed 2.8308 eV, mean killing rate 2.8303 eV
  exact trial: growth minus mixed 0.0084 eV, mean killing rate 0.0082 eV
phaseless, HF trial, background:
  mixed energy -1.0668 +- 0.0032 eV, minus exact +0.0447 eV
  all walkers: growth minus mixed 0.2006 eV, small-step formula 0.1758 eV
  away from nodes (weight 0.8080): removal rate 0.0518 eV, formula 0.0485 eV
  weighted fraction of capped walkers 1.02e-03
phaseless, HF trial, background, double step:
  mixed energy -1.0543 +- 0.0013 eV, minus exact +0.0572 eV
  all walkers: growth minus mixed 0.2233 eV, small-step formula 0.1854 eV
  away from nodes (weight 0.6191): removal rate 0.0388 eV, formula 0.0347 eV
  weighted fraction of capped walkers 2.20e-03
phaseless, HF trial, no background:
  mixed energy -1.0640 +- 0.0013 eV, minus exact +0.0475 eV
  all walkers: growth minus mixed 2.9445 eV, small-step formula 2.8793 eV
  away from nodes (weight 0.8105): removal rate 2.7511 eV, formula 2.7485 eV
  weighted fraction of capped walkers 9.13e-04
phaseless, exact trial, background:
  mixed energy -1.1115 +- 0.0000 eV, minus exact +0.0000 eV
  all walkers: growth minus mixed 0.1026 eV, small-step formula 0.0792 eV
  away from nodes (weight 0.9094): removal rate 0.0417 eV, formula 0.0415 eV
  weighted fraction of capped walkers 4.18e-04
main phaseless energy -1.7092e-19 J
```
